**Crack velocity from load relaxation at fixed opening**

For a slender double-cantilever specimen held at fixed opening, the program tests v = -(a/(3P)) dP/dt, where v is the crack velocity, a the crack length from the load line and P the load. A two-dimensional finite-element model of an anisotropic silicon arm of thickness h supplies the compliance without beam theory. The program asserts that this compliance approaches the cubic beam law with an effective length a + chi h, and that the velocity formula improves as a/h grows. It then simulates relaxation with two different crack-growth laws and asserts that the load record returns the driving velocity once the root correction is included. Further assertions cover the energy release rate, the closing caused by film stress, and the errors from machine compliance, film stress and drift. The output gives chi = 0.627, and the simple formula reads about 2.4 % low at the initial length of 20 mm. For the rough thermal drift assumed, the false velocity is about 1.2 nm/s, or 10 % of the true velocity at the last time shown.

## Program and output

```python
"""
Result under test: for a slender double-cantilever specimen at fixed opening D,
    v = da/dt = -(a/(3 P)) dP/dt.
a: crack length from the load line, P: load, h: thickness of one arm, b: width,
E': plane-strain bending modulus, C = D/P: compliance, G: energy release rate,
chi*h: extra effective crack length caused by deformation at the crack front.
The reference is a 2D finite-element model of one silicon arm (x = [110] along
the arm, y = [001] across it), which makes no use of beam theory.
SI units are used inside the program unless a name says otherwise.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.integrate import solve_ivp

# Rough elastic constants of silicon, rotated by 45 degrees about [001]
c11, c12, c44 = 166e9, 64e9, 80e9
cxx = (c11 + c12) / 2 + c44
cxz = (c11 + c12) / 2 - c44
E_bend = cxx - c12**2 / c11
normal_block = np.array([[cxx, c12, cxz], [c12, c11, c12], [cxz, c12, cxx]])
E_plane_stress = 1 / np.linalg.inv(normal_block)[0, 0]
D_matrix = np.array([[cxx, c12, 0], [c12, c11, 0], [0, 0, c44]]) / E_bend


def element_stiffness():
    """Nine-node square element; in 2D its stiffness is independent of size."""
    points, weights = np.polynomial.legendre.leggauss(3)

    def shape(s):
        return (np.array([s * (s - 1) / 2, 1 - s * s, s * (s + 1) / 2]),
                np.array([s - 0.5, -2 * s, s + 0.5]))

    K = np.zeros((18, 18))
    for x, wx in zip(points, weights):
        for y, wy in zip(points, weights):
            nx, dx = shape(x)
            ny, dy = shape(y)
            grad_x, grad_y = np.outer(dx, ny).ravel(), np.outer(nx, dy).ravel()
            B = np.zeros((3, 18))
            B[0, 0::2] = grad_x
            B[1, 1::2] = grad_y
            B[2, 0::2] = grad_y
            B[2, 1::2] = grad_x
            K += wx * wy * B.T @ D_matrix @ B
    return K


def build_mesh(layers, length=46):
    """Arm of unit thickness and given length, with square elements."""
    rows = 2 * layers + 1
    columns = 2 * layers * length + 1
    Ke = element_stiffness()
    ex, ey = np.meshgrid(np.arange(layers * length), np.arange(layers),
                         indexing="ij")
    corner = (2 * ex * rows + 2 * ey).ravel()
    local = np.array([i * rows + j for i in range(3) for j in range(3)])
    nodes = corner[:, None] + local[None, :]
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(len(nodes), 18)
    I = np.repeat(dofs, 18, axis=1).ravel()
    J = np.tile(dofs, (1, 18)).ravel()
    size = 2 * rows * columns
    K = coo_matrix((np.tile(Ke.ravel(), len(nodes)), (I, J)),
                   shape=(size, size)).tocsr()
    return K, layers, rows, columns


def arm_response(mesh, alpha):
    """For a/h = alpha: b E' C of the specimen, and the free deflection of one
    arm (times E') under a unit inward edge force on its crack face."""
    K, layers, rows, columns = mesh
    front = int(round(2 * layers * alpha))
    fixed_y = 2 * np.arange(front, columns) * rows + 1
    fixed_x = 2 * ((columns - 1) * rows + np.arange(rows))
    free = np.setdiff1d(np.arange(K.shape[0]), np.union1d(fixed_x, fixed_y))
    shear = np.zeros(K.shape[0])
    for e in range(layers):
        for k, weight in enumerate((1 / 6, 4 / 6, 1 / 6)):
            shear[2 * (2 * e + k) + 1] += weight / layers
    edge = np.zeros(K.shape[0])
    edge[0] = 1.0
    factor = splu(K[free][:, free].tocsc())
    u_shear = factor.solve(shear[free])
    u_edge = factor.solve(edge[free])
    return 2 * shear[free] @ u_shear, shear[free] @ u_edge


# --- Compliance from elasticity against the slender-beam law ---
mesh = build_mesh(6)
alphas = np.array([24.0, 26.0, 28.0, 30.0])
responses = np.array([arm_response(mesh, x) for x in alphas])
roots = np.cbrt(responses[:, 0])
chi = roots[2] / 2 - alphas[2]
chi_coarse = np.cbrt(arm_response(build_mesh(4), 28.0)[0]) / 2 - 28.0
assert abs(chi - chi_coarse) < 0.03           # discretization of the crack front
slope = (roots[3] - roots[0]) / (alphas[3] - alphas[0])
assert abs(slope / 2 - 1) < 2e-3              # b E' C -> 8 (a/h + chi)^3
film_ratio = responses[2, 1] / (-3 * (alphas[2] + chi)**2)
assert abs(film_ratio - 1) < 0.02             # tensile film closes the opening

# Recovered / true velocity is (a/3) C'/C; it must approach 1 for slender arms
slender_ratios = []
for alpha in (5, 10, 20, 40):
    step = 2 / 6
    upper = arm_response(mesh, alpha + step)[0]
    lower = arm_response(mesh, alpha - step)[0]
    ratio = alpha / 3 * np.log(upper / lower) / (2 * step)
    assert abs(ratio - alpha / (alpha + chi)) < 1 / alpha**2
    slender_ratios.append((alpha, ratio))
errors = [abs(1 - r) for _, r in slender_ratios]
assert all(e2 < 0.7 * e1 for e1, e2 in zip(errors, errors[1:]))

# --- Worked example: relaxation with the finite-element compliance ---
h, b, a0 = 775e-6, 8e-3, 20e-3
G0, v0, G_scale = 3.0, 1e-5, 0.06
root_fit = np.polyfit(alphas - 27, roots, 3)
root_slope = np.polyder(root_fit)


def compliance(a):
    return np.polyval(root_fit, a / h - 27)**3 / (b * E_bend)


def compliance_slope(a):
    x = a / h - 27
    return (3 * np.polyval(root_fit, x)**2 * np.polyval(root_slope, x)
            / (h * b * E_bend))


P0 = np.sqrt(2 * b * G0 / compliance_slope(a0))
opening = P0 * compliance(a0)
G_beam0 = 12 * P0**2 * a0**2 / (E_bend * b**2 * h**3)
assert abs(G0 / G_beam0 / (1 + chi * h / a0)**2 - 1) < 3e-3


def release_rate(a):
    return (opening / compliance(a))**2 * compliance_slope(a) / (2 * b)


def relax(law):
    """Grow the crack by the given law; recover v from the load record."""
    table = []
    times = np.array([10.0, 100.0, 1000.0, 10000.0])
    eps = 0.01
    samples = (times[:, None] * np.array([1 - eps, 1, 1 + eps])).ravel()
    run = solve_ivp(lambda t, y: [law(release_rate(y[0]))], (0, 10200), [a0],
                    method="DOP853", t_eval=samples, rtol=1e-11, atol=1e-14)
    assert run.success
    lengths = run.y[0].reshape(-1, 3)
    assert lengths.max() / h < alphas[-1]
    for t, trio in zip(times, lengths):
        loads = opening / compliance(trio)
        rate = (loads[2] - loads[0]) / (2 * eps * t)
        a, P = trio[1], loads[1]
        a_load = a0 * np.cbrt(P0 / P)
        v_true = law(release_rate(a))
        v_simple = -a / (3 * P) * rate
        v_load_only = -a0 * np.cbrt(P0) / (3 * P**(4 / 3)) * rate
        v_root = -(a + chi * h) / (3 * P) * rate
        assert abs(v_simple / v_true - a / (a + chi * h)) < 2e-3
        assert abs(v_load_only / v_true - a0 / (a0 + chi * h)) < 2e-3
        assert abs(v_root / v_true - 1) < 2e-3
        G_law = G0 * ((a0 + chi * h) / (a + chi * h))**4
        assert abs(release_rate(a) / G_law - 1) < 1e-3
        table.append((t, P, rate, a, a_load, release_rate(a),
                      v_true, v_simple, v_load_only, v_root))
    return table


table = relax(lambda G: v0 * np.exp((G - G0) / G_scale))
relax(lambda G: v0 * (G / G0)**40)            # the recovery needs no growth law

# --- Effects left out of the simple formula ---
C_machine = 1e-6
film_stress, film_thickness, film_modulus = 50e6, 500e-9, 8e9
glue_thickness, glue_modulus = 2e-6, 3e9
frame_length, frame_expansion, temperature_rate = 0.1, 12e-6, 0.1 / 3600
curvature = 6 * film_stress * film_thickness / (E_bend * h**2)
drift = frame_length * frame_expansion * temperature_rate
C_beam = 8 * a0**3 / (E_bend * b * h**3)


def apparent_velocity(v, C_extra=0.0, kappa=0.0, opening_rate=0.0):
    """Simple formula applied to loads from the full displacement balance."""
    def load(t):
        a = a0 + v * t
        C = 8 * a**3 / (E_bend * b * h**3)
        return (opening + opening_rate * t + kappa * a**2 / 2) / (C + C_extra)
    dt = 100.0
    return -a0 / (3 * load(0)) * (load(dt) - load(-dt)) / (2 * dt), load(0)


v_test = 1e-8
v_machine, _ = apparent_velocity(v_test, C_extra=C_machine)
v_film, P_film = apparent_velocity(v_test, kappa=curvature)
v_drift, _ = apparent_velocity(v_test, opening_rate=drift)
film_error = curvature * a0**2 / (3 * C_beam * P_film)
drift_velocity = a0 * drift / (3 * opening)
assert abs(v_machine / v_test - C_beam / (C_beam + C_machine)) < 1e-6
assert abs(v_film / v_test - (1 - film_error)) < 1e-6
assert abs((v_drift + drift_velocity) / v_test - 1) < 1e-6
layer_length = E_bend * (film_thickness / film_modulus
                         + glue_thickness / glue_modulus)

# --- Numbers for the text ---
print(f"Silicon c11, c12, c44 (rough): {c11/1e9:.0f}, {c12/1e9:.0f}, {c44/1e9:.0f} GPa")
print(f"Bending modulus E': {E_bend/1e9:.1f} GPa")
print(f"Arm thickness h: {h*1e6:.0f} um; width b: {b*1e3:.1f} mm")
print(f"Initial crack length a0: {a0*1e3:.1f} mm; a0/h: {a0/h:.1f}")
print(f"Root correction chi: {chi:.3f} (coarser mesh {chi_coarse:.3f})")
print(f"Slope of cbrt(bE'C) against a/h: {slope:.4f} (beam: 2)")
print(f"Film closing, elasticity / root-corrected beam: {film_ratio:.4f}")
for alpha, ratio in slender_ratios:
    print(f"a/h = {alpha}: recovered/true velocity {ratio:.4f}")
print(f"Growth law v0 exp((G-G0)/g): v0 = {v0*1e6:.1f} um/s")
print(f"  G0 = {G0:.2f} J/m2, g = {G_scale:.3f} J/m2")
print(f"Initial load P0: {P0:.4f} N; fixed opening D: {opening*1e6:.2f} um")
print(f"Initial G from simple beam formula: {G_beam0:.3f} J/m2")
for t, P, rate, a, a_load, G, vt, vs, vl, vr in table:
    print(f"t = {t:.0f} s: P = {P:.5f} N, dP/dt = {rate*1e6:.4f} uN/s")
    print(f"  a = {a*1e3:.4f} mm, a from load = {a_load*1e3:.4f} mm, G = {G:.4f} J/m2")
    print(f"  v true {vt*1e9:.3f}, simple formula {vs*1e9:.3f} nm/s")
    print(f"  v load-only {vl*1e9:.3f}, root-corrected {vr*1e9:.3f} nm/s")
print(f"Root rotation, simple formula low by: {100*chi*h/(a0+chi*h):.2f} %")
print(f"Beam compliance C at a0: {C_beam*1e6:.2f} um/N")
print(f"Machine compliance (rough): {C_machine*1e6:.2f} um/N")
print(f"  simple formula low by: {100*(1-v_machine/v_test):.2f} %")
print(f"Film (rough): {film_stress/1e6:.0f} MPa, {film_thickness*1e9:.0f} nm, {film_modulus/1e9:.0f} GPa")
print(f"  film curvature: {curvature:.3e} 1/m; closing {curvature*a0**2/2*1e6:.3f} um")
print(f"  simple formula low by: {100*film_error:.3f} %")
print(f"Glue (rough): {glue_thickness*1e6:.1f} um, {glue_modulus/1e9:.0f} GPa")
print(f"  layer length E' sum(t/M): {layer_length*1e6:.0f} um; over a0: {100*layer_length/a0:.2f} %")
print(f"Finite deflection, (D/(2 a0))^2: {(opening/(2*a0))**2:.2e}")
print(f"Plane-strain/plane-stress modulus: {E_bend/E_plane_stress:.4f}")
print(f"Frame (rough): {frame_length*1e3:.0f} mm, {frame_expansion*1e6:.0f}e-6 /K, {temperature_rate*3600:.1f} K/h")
print(f"  opening drift: {drift*1e9:.4f} nm/s; false velocity {drift_velocity*1e9:.3f} nm/s")
print(f"  false velocity / true velocity at last time: {100*drift_velocity/table[-1][6]:.1f} %")
print("PASS")
```

Running it gives:

```
Silicon c11, c12, c44 (rough): 166, 64, 80 GPa
Bending modulus E': 170.3 GPa
Arm thickness h: 775 um; width b: 8.0 mm
Initial crack length a0: 20.0 mm; a0/h: 25.8
Root correction chi: 0.627 (coarser mesh 0.621)
Slope of cbrt(bE'C) against a/h: 2.0000 (beam: 2)
Film closing, elasticity / root-corrected beam: 0.9998
a/h = 5: recovered/true velocity 0.8893
a/h = 10: recovered/true velocity 0.9412
a/h = 20: recovered/true velocity 0.9697
a/h = 40: recovered/true velocity 0.9846
Growth law v0 exp((G-G0)/g): v0 = 10.0 um/s
  G0 = 3.00 J/m2, g = 0.060 J/m2
Initial load P0: 1.7386 N; fixed opening D: 188.54 um
Initial G from simple beam formula: 2.859 J/m2
t = 10 s: P = 1.72088 N, dP/dt = -1276.7728 uN/s
  a = 20.0699 mm, a from load = 20.0682 mm, G = 2.9594 J/m2
  v true 5083.712, simple formula 4963.476 nm/s
  v load-only 4963.065, root-corrected 5083.743 nm/s
t = 100 s: P = 1.67719 N, dP/dt = -233.9298 uN/s
  a = 20.2469 mm, a from load = 20.2410 mm, G = 2.8596 J/m2
  v true 963.913, simple formula 941.328 nm/s
  v load-only 941.056, root-corrected 963.938 nm/s
t = 1000 s: P = 1.61984 N, dP/dt = -25.7443 uN/s
  a = 20.4887 mm, a from load = 20.4771 mm, G = 2.7300 J/m2
  v true 111.116, simple formula 108.544 nm/s
  v load-only 108.482, root-corrected 111.120 nm/s
t = 10000 s: P = 1.55987 N, dP/dt = -2.6270 uN/s
  a = 20.7542 mm, a from load = 20.7363 mm, G = 2.5961 J/m2
  v true 11.923, simple formula 11.651 nm/s
  v load-only 11.641, root-corrected 11.924 nm/s
Root rotation, simple formula low by: 2.37 %
Beam compliance C at a0: 100.90 um/N
Machine compliance (rough): 1.00 um/N
  simple formula low by: 0.98 %
Film (rough): 50 MPa, 500 nm, 8 GPa
  film curvature: 1.466e-03 1/m; closing 0.293 um
  simple formula low by: 0.104 %
Glue (rough): 2.0 um, 3 GPa
  layer length E' sum(t/M): 124 um; over a0: 0.62 %
Finite deflection, (D/(2 a0))^2: 2.22e-05
Plane-strain/plane-stress modulus: 1.0037
Frame (rough): 100 mm, 12e-6 /K, 0.1 K/h
  opening drift: 0.0333 nm/s; false velocity 1.179 nm/s
  false velocity / true velocity at last time: 9.9 %
PASS
```
